Solvent uptake in a swelling porous film from index and thickness

**Q:** You expose a porous dielectric film to solvent vapour and measure its refractive index and thickness. Neither is a quantity of solvent. What connects them?

**A:** The polarizability of the molecules. Each molecule brings a nearly fixed polarizability into the film, and the index responds to the polarizability per volume. If we multiply by the thickness, we get polarizability per area, and that counts molecules.

Take a transparent, uniform film and one wavelength, much longer than the molecular spacing. A molecule of species i acquires the dipole moment

p_i = 4πε₀ α_i E_loc,

where α_i is its polarizability volume and E_loc is the field acting on it. With N_i molecules per volume, the polarization is

P = Σ N_i p_i = 4πε₀ A E_loc, with A = Σ N_i α_i.

**Q:** The field acting on a molecule is not the average field E in the film. How do you get it?

**A:** Draw a sphere around the molecule, large compared with the molecular spacing but small compared with the wavelength. Matter outside the sphere can be treated as continuous. Its effect, together with the external field, is E minus the field that a uniformly polarized sphere makes at its own centre.

To find that field, regard the sphere as two balls of charge density +ρ and −ρ, with the positive ball displaced by s. A uniformly charged ball produces ρr/(3ε₀) at a distance r from its centre. The two fields add to

ρ(r − s)/(3ε₀) − ρr/(3ε₀) = −ρs/(3ε₀) = −P/(3ε₀),

because ρs = P. Removing this contribution from E leaves E + P/(3ε₀).

The discrete molecules inside the sphere must then be put back. A dipole p along x, at position (x, y, z) relative to the centre, gives there the x-component

p(3x² − r²)/(4πε₀r⁵).

On a cubic lattice of equal dipoles, each shell of fixed r has Σx² = Σy² = Σz² = Σr²/3, so the sum is zero. In an isotropic disordered film it vanishes on average. We therefore use the mean-field relation

E_loc = E + P/(3ε₀).

Molecules close to the film surfaces lack part of their surroundings. We neglect this, which requires a film much thicker than a molecule.

**Q:** Then where does the refractive index enter?

**A:** Through P = ε₀(n² − 1)E. Inserting it into the local field gives

E_loc = E[1 + (n² − 1)/3] = E(n² + 2)/3.

The two expressions for P must agree:

ε₀(n² − 1)E = 4πε₀A E(n² + 2)/3.

Dividing by ε₀E(n² + 2) yields the Lorentz-Lorenz relation

B(n) = (n² − 1)/(n² + 2) = (4π/3) Σ N_i α_i.

B is the Lorentz-Lorenz factor. It is additive in the number densities, whereas n is not.

**Q:** But when the film swells, all the number densities change, even that of the solid skeleton. How do you separate dilution from uptake?

**A:** By multiplying by the thickness d. The number of molecules per area is Γ_i = N_i d, so

d B(n) = (4π/3) Σ Γ_i α_i.

The right side no longer contains the thickness. The film is clamped laterally by its wafer, and we assume that no skeleton material dissolves. Its Γ is then unchanged by swelling. We also assume that its polarizability is unchanged.

Let d₀ and n₀ describe the dry film, and write B₀ = B(n₀) and B = B(n). Subtracting the dry state from the loaded state cancels the skeleton:

dB − d₀B₀ = (4π/3) Γ_s α_s,

where s denotes solvent.

**Q:** That is a polarizability per area. I asked for a volume.

**A:** Use the bulk liquid as the measure. It has index n_s and number density N_s, so

B_s = B(n_s) = (4π/3) N_s α_s.

Define v = Γ_s/N_s, the volume per area that the adsorbed molecules would occupy as bulk liquid. Then

(4π/3) Γ_s α_s = (4π/3) N_s α_s v = B_s v,

and therefore

v = (dB − d₀B₀)/B_s.

Volume per area has the dimension of length, so v can be quoted in nanometres. It equals the geometric volume of solvent in the pores if the confined solvent has the density of the liquid.

**Q:** I have heard this stated as "the change in thickness times the Lorentz-Lorenz factor". Is that your formula?

**A:** It is if the phrase means the change in the product, Δ(dB). It is not if it means (Δd)B. A rigid porous film shows the difference: Δd = 0, yet solvent entering its pores raises B, and the uptake is d₀(B − B₀)/B_s.

The quantity (Δd)B does have a meaning. Suppose we know the true loaded index but insert the dry thickness in both terms. We obtain

v_fix = d₀(B − B₀)/B_s.

The error follows by subtraction:

v − v_fix = (dB − d₀B₀ − d₀B + d₀B₀)/B_s = B(d − d₀)/B_s.

For n > 1 and n_s > 1, both factors B and B_s are positive. Fixed thickness thus underestimates uptake when the film swells and overestimates it when the film contracts. Relative to the true uptake, the missing fraction is

(v − v_fix)/v = B(d − d₀)/(dB − d₀B₀).

**Q:** Surely a small swelling makes a small error?

**A:** Not necessarily, because the denominator may be small too. Consider a film with no pores, which takes up liquid by making room for it, with ideal addition of volumes: d = d₀ + v. The loaded factor is

B = (d₀B₀ + vB_s)/(d₀ + v).

Subtracting B₀ gives

B − B₀ = [d₀B₀ + vB_s − (d₀ + v)B₀]/(d₀ + v) = v(B_s − B₀)/(d₀ + v).

Hence

v_fix/v = [d₀/(d₀ + v)](1 − B₀/B_s).

For small uptake the first factor tends to one, but the second does not. If solvent and film have equal indices, fixed thickness reports no uptake at all. If the solvent has the lower index, it reports a negative uptake. The rigid porous film and this dense film are the two opposite limits; a porous film that swells by less than the liquid volume it takes up lies between them.

**Q:** Give me numbers for a porous film.

**A:** Take a porous organosilicate low-k film in toluene vapour near saturation. The inputs are round values, not measurements, and the swelling is that of a soft skeleton:

d₀ = 200 nm, n₀ = 1.300
d = 206 nm, n = 1.455
n_s = 1.490

The factors are B₀ = 0.18699, B = 0.27132 and B_s = 0.28912. They are rounded for display; the results below use the unrounded factors, so the last digit may differ from a hand calculation. The products are

d₀B₀ = 200 × 0.18699 = 37.398 nm,
dB = 206 × 0.27132 = 55.892 nm.

The uptake is therefore

v = (55.892 − 37.398)/0.28912 = 63.96 nm,

or about 6.4 nL/cm². With fixed thickness but the same true index,

v_fix = 200 × (0.27132 − 0.18699)/0.28912 ≈ 58.33 nm.

The missing part is 5.63 nm, or 8.8% of the true uptake, although the film has swollen by 3%. The relative error exceeds the swelling because the whole loaded film, skeleton included, contributes to B(d − d₀), while the solvent alone contributes to the denominator.

**Q:** Would I not notice? The pores have a finite volume, so a wrong uptake should fail to fit them.

**A:** Let us try it. Assign the solid skeleton an index of 1.450, so its factor is 0.26874. Within the same mixing rule its volume per area is

37.398/0.26874 = 139.16 nm.

This leaves a void of 60.84 nm in the dry film and 66.84 nm in the swollen film. The true uptake fills 63.96/66.84 = 95.7% of the swollen void, which is consistent.

The fixed-thickness analyst compares 58.33 nm with the dry void of 60.84 nm and finds 95.9%. That looks equally consistent, so the volume balance does not expose the mistake here. What it does show is that the true uptake must be compared with the swollen void: it is larger than the dry one.

**Q:** Your derivation rests on a mean field. A mixture of skeleton, solvent and empty pores is not a cubic lattice of equal dipoles. Why should I trust the subtraction?

**A:** It was tested on arrays in which the number of solvent molecules is known and the mutual fields of all dipoles are computed. The arrays repeat periodically in all directions, so they test the mixing but not the film surfaces. For a fully occupied cubic lattice of one species, the computed B agrees with (4π/3)Nα within 4 × 10⁻⁶.

For the mixture, 150 skeleton dipoles were placed at random on 6 × 6 × 6 sites to represent the dry film. The loaded film had 6 × 6 × 7 sites, again with 150 skeleton dipoles, placed afresh at random, and with 98 solvent dipoles; the rest stayed empty. The extra layer represents swelling. With 36 sites per layer, the known uptake is 98/36 = 2.722 layers.

Applying our formula to the computed in-plane index gave 2.675 layers on average over eight random arrangements. This is 1.7% low, inside the 5% allowed. The shortfall is systematic and comes mainly from the dry array: its local fields vary from site to site, which raises B by about 1.4% above the mean-field value, so slightly too much is subtracted. The fixed-thickness formula gave 1.732 layers, 36% low. The test supports the formula for mixing on the molecular scale. It does not establish the mixing rule for larger pores.

**Q:** Now a practical objection. My instrument does not hand me the true index. I fix the thickness in the fit, and the fit returns an index. Do I still underestimate the uptake?

**A:** Not in general. You have changed the problem: the returned index is now contaminated by the wrong thickness. The simplest case is a reflectance fringe at normal incidence.

Let r₁ and r₂ be the reflection amplitudes of the upper and lower film surfaces. For real indices that increase from air to film to substrate, both have the same sign, so r₁r₂ > 0. Summing the multiple reflections gives

r = (r₁ + r₂e^{iφ})/(1 + r₁r₂e^{iφ}), φ = 4πnd/λ.

With R = |r|²,

1 − R = (1 − r₁²)(1 − r₂²)/(1 + r₁²r₂² + 2r₁r₂ cos φ).

R is smallest when the denominator is smallest, at cos φ = −1. If dispersion is neglected, the longest-wavelength minimum has φ = π, hence

λ = 4nd.

The fringe position measures the product nd. A fit to this position alone that holds d₀ must return

n′ = nd/d₀.

For a swollen film this index is too high. The thickness error lowers the inferred uptake and the index error raises it.

**Q:** Which one wins?

**A:** We must compare d₀B(n′) with dB(n). Since d₀ = nd/n′, the first can be written

d₀B(n′) = nd B(n′)/n′,

while the second is nd B(n)/n. The question is thus whether B(n)/n rises or falls with n. From ln B = ln(n² − 1) − ln(n² + 2),

d ln B/d ln n = 2n²/(n² − 1) − 2n²/(n² + 2) = 6n²/[(n² − 1)(n² + 2)].

B/n rises when this slope exceeds one:

6n² > n⁴ + n² − 2, or n⁴ − 5n² − 2 < 0.

For n > 1 this means

n² < (5 + √33)/2, or n < 2.318.

If n and n′ both lie below this value, the index error wins, and a fit to the fringe position with fixed thickness overestimates the uptake of a swollen film. If both lie above it, the uptake is underestimated. For a contracted film n′ < n, and the signs are interchanged.

**Q:** So in your example the same frozen thickness can err in either direction?

**A:** Yes. The fringe minimum of the swollen film lies at

λ = 4 × 1.455 × 206 nm = 1198.92 nm.

Fitting this position with d₀ = 200 nm returns n′ = 1.49865. Inserting this index with the dry thickness gives an uptake of 73.64 nm, which is 15.1% too high. Here the volume balance does help: 73.64 nm is more than the void can hold, whether dry or swollen. The fitted index is also higher than that of either the skeleton or the liquid, which a mixture of the two cannot reach under this mixing rule.

A fit to the whole reflectance curve is a different case. It also uses the amplitude, which depends on n by itself, so it returns another index. The error then depends on the wavelength range and can even change sign.

**Q:** Ellipsometry uses amplitude as well as phase. Does it escape the trap?

**A:** For a uniform film it can, if the fit is allowed to determine both unknowns and the data are good enough to separate them. Noise-free ellipsometric data were simulated for the swollen film on silicon at 633 nm and at incidence angles of 65, 70 and 75 degrees. The silicon index was taken as 3.88 + 0.02i, a rough value. A joint fit, started from the best point of a grid between 180 and 240 nm, recovered n = 1.45500 and d = 206.000 nm, and thus the uptake of 63.96 nm.

With the thickness frozen at 200 nm, the best index was 1.47915. The resulting uptake is 66.86 nm, 4.5% too high. This is a result for these angles and this film; neither its size nor its sign is shown to hold in general. It also exceeds the dry void of 60.84 nm, the only void known to an analyst who holds the thickness fixed. If the skeleton index is known to within about 0.02, the volume balance therefore gives a warning here.

Another warning lies in the quality of the fit. The data were expressed as cos 2Ψ, sin 2Ψ cos Δ and sin 2Ψ sin Δ, where tan Ψ e^{iΔ} is the ratio of the p to the s reflection amplitude. Their root-mean-square misfit was 0.0105 with frozen thickness. This can be recognized if noise and other model errors are well below 0.01. Larger random noise can be averaged down by repeated measurements, but a persistent model error of this size can hide the wrong thickness.

**Q:** You mentioned contraction. Is that more than a change of sign on paper?

**A:** It matters at partial filling, where curved liquid surfaces in the pores can pull the walls together. As an illustration, let the same film have d = 198 nm and n = 1.360, both chosen values. Then B = 0.2207, and

v = (198 × 0.2207 − 37.398)/0.28912 ≈ 21.79 nm.

Fixed thickness with this true index gives 23.32 nm, 7% too much. If a film first contracts and later swells, a frozen thickness therefore distorts the shape of the adsorption curve as well as its end point. Since pore sizes are inferred from where the uptake rises, that distortion can carry over into the pore-size distribution.

**Q:** How well must I know n and d to see any of this?

**A:** Differentiate the uptake formula. At fixed index,

∂v/∂d = B/B_s = 0.27132/0.28912 = 0.938,

so a thickness error of 0.1 nm shifts v by 0.094 nm. At fixed thickness,

∂v/∂n = (d/B_s) dB/dn, with dB/dn = 6n/(n² + 2)².

The last expression is the logarithmic slope found above multiplied by B/n. An index error of 0.001 shifts v by 0.367 nm. These are separate errors. In a real fit n and d are correlated, so their errors should be propagated together, with the covariance of the fit.

**Q:** And how close is this model to a real low-k film?

**A:** The thickness and indices are plausible for a porous organosilicate film, but a swelling of 3% suits only a soft skeleton. If Young's modulus is several gigapascals, adsorption and capillary stresses of some tens of megapascals give strains of roughly a tenth of a percent to one percent, and the fixed-thickness error is then correspondingly smaller. A soft polymer film may swell much more. A major doubt concerns the mixing rule, since real pores can be much larger than molecules. Treating skeleton, solvent and void as small regions in a common effective medium, the Bruggeman rule, gives 67.08 nm from the same indices and thicknesses. That is 3.12 nm more than our result. Unlike our formula, this rule needs the skeleton index: the excess holds for 1.450 and falls to about 1.8 nm for 1.60.

Anisotropy is another doubt. A simple cubic dipole lattice stretched by 3% along the film normal, at the density that gives 1.455 under the isotropic relation, has an index of 1.461 in the plane and 1.443 along the normal. Reading the in-plane value as isotropic would raise the inferred uptake by 2.36 nm. This size is particular to the simple cubic lattice stretched along a cube axis. Body-centred and face-centred cubic lattices stretched along that axis give less than 0.2 nm. Along a body diagonal they give about 1 nm, and the simple cubic shift reverses to about −0.5 nm. For a disordered film whose average molecular surroundings are stretched by 3%, a mean-field estimate gives about 0.6 nm.

Smaller effects remain. If the solvent is 5 K warmer and its index falls by a rough 0.0005 per kelvin, the inferred liquid volume rises by 0.28 nm. A liquid layer of 0.5 nm on the outer surface would make up 0.8% of the uptake without being in the pores.

**Q:** Then your missing 5.63 nm is hardly larger than your own uncertainties.

**A:** It is larger than each of those estimated so far, but of the same order as the difference between the mixing rules. So I would report an uptake of about 64 nm under the Lorentz-Lorenz rule, add that a mixing rule for larger pores may raise it by several nanometres, and not defend the decimals. The fixed-thickness error is of a different kind, however: it can be removed by measuring d, whereas the mixing rule must be judged from the pore structure.

**Q:** When would you refuse to use the formula at all?

**A:** When its bookkeeping fails. If solvent extracts material from the skeleton, the dry term no longer cancels. Measuring the film again after drying can reveal such a loss. If the solvent reacts with the pore walls, the polarizabilities may change. If the film delaminates and expands sideways, the amount per area is no longer conserved.

A film filled unevenly in depth is less serious in principle. Additivity then holds layer by layer, and dB is replaced by the integral of B over the thickness. But a fit with one uniform layer need not return that integral. For the swollen film and the three ellipsometric angles used above, let B rise linearly by 0.04 from the top of the film to the bottom. A uniform fit of both n and d then underestimates the uptake by about 6 nm, and the opposite gradient makes it overestimate by about as much. The optical model must therefore include the gradient. The numerical output below collects the values for the uniform film.

Numbers as computed

```
Dry thickness: 200.0 nm; dry index: 1.300
Wet thickness: 206.0 nm; wet index: 1.455
Solvent index: 1.490; skeleton index: 1.450
Swelling: 3.00 %
B dry: 0.18699; B wet: 0.27132
B solvent: 0.28912; B skeleton: 0.26874
Dry product d0*B0: 37.398 nm
Wet product d*B: 55.892 nm
True uptake: 63.96 nm
True uptake, converted: 6.396 nL/cm2
Fixed thickness, true index: 58.33 nm
Missing uptake: 5.63 nm
Relative underestimate: 8.80 %
Skeleton volume per area: 139.16 nm
Void volume per area, dry: 60.84 nm
Void volume per area, wet: 66.84 nm
Filled part of wet void: 95.7 %
Wet reflectance minimum: 1198.92 nm wavelength
Fringe index at fixed d0: 1.49865
Fringe-fit uptake at fixed d0: 73.64 nm
Fringe-fit error: +15.13 %
Index where fringe error reverses: 2.3178
Ellipsometry wavelength: 633 nm; angles: 65, 70, 75 deg
Joint fit: n = 1.45500, d = 206.000 nm
Joint-fit uptake: 63.96 nm
Frozen-thickness ellipsometric index: 1.47915
Frozen-thickness ellipsometric uptake: 66.86 nm
Frozen-fit error: +4.53 %
Frozen-fit rms residual: 0.01050 (dimensionless)
Contracting film: d = 198.0 nm, n = 1.360
Contracting film, true uptake: 21.79 nm
Contracting film, fixed-d uptake: 23.32 nm
Dipole array, known uptake: 2.722 layers
Dipole array, recovered uptake: 2.675 layers
Dipole array, fixed-d uptake: 1.732 layers
Bruggeman uptake: 67.08 nm
Bruggeman minus Lorentz-Lorenz: +3.12 nm
Uptake shift for wet index +0.001: +0.367 nm
Uptake shift for wet thickness +0.1 nm: +0.094 nm
Rough solvent index slope: -5.0e-04 per K
Uptake shift for solvent 5 K warmer: +0.279 nm
Rough outer liquid layer: 0.5 nm
Outer layer / uptake: 0.78 %
Stretched lattice index, in plane: 1.46144
Stretched lattice index, normal: 1.44266
Uptake shift from in-plane anisotropy: +2.36 nm
```
